# Decay rate of an emitter near a perfect mirror, by images

**Setting.** A perfectly conducting mirror has its surface at $z=0$, and the space above it is vacuum. A two-level emitter is held at height $z$ above the mirror. Its transition frequency is $\omega$ and its transition dipole $\mathbf d$ is real. The quantity sought is the rate $\Gamma$ at which the excited population decays, compared with the rate $\Gamma_0$ in empty space.

Hartree atomic units are used: $\hbar=e=m_e=4\pi\varepsilon_0=1$, and $c=137.036$. Write

$$k=\frac{\omega}{c},\qquad q=kz,\qquad x=2kz,\qquad M=\mathrm{diag}(1,1,-1),$$

so that $M$ reflects a vector in the mirror plane. The coupling is $-\mathbf d\cdot\mathbf E$, taken at the position of the emitter, which is assumed much smaller than the wavelength and than $z$. The field operator is

$$\mathbf E(\mathbf r)=\sum_j i\sqrt{2\pi\omega_j}\,\left[\mathbf f_j(\mathbf r)\,a_j-\mathbf f_j^*(\mathbf r)\,a_j^\dagger\right],\qquad \int|\mathbf f_j|^2\,d^3r=1 .$$

The prefactor gives each mode a vacuum electric energy $\int\langle E^2\rangle d^3r/8\pi=\omega_j/4$, which is half of its zero-point energy $\omega_j/2$, as it should be.

## (a) The image rule

**Question.** A dipole $\mathbf d\,e^{-i\omega t}$ oscillates at height $z$. Which dipole $\mathbf d'$, placed at $-z$, makes the tangential electric field vanish on the mirror? What is the corresponding rule for a plane wave?

**Answer.** Let $\mathbf E(\mathbf r)$ be the field of $\mathbf d$ in empty space. Reflecting the whole arrangement in the plane $z=0$ gives another solution of Maxwell's equations: a dipole $M\mathbf d$ at $-z$ produces the field $M\mathbf E(M\mathbf r)$. Reversing the sign of this dipole reverses its field. The choice

$$\mathbf d'=-M\mathbf d$$

therefore gives the total field $\mathbf E(\mathbf r)-M\mathbf E(M\mathbf r)$. On the mirror $M\mathbf r=\mathbf r$, and the total is

$$\mathbf E-M\mathbf E=(0,0,2E_z).$$

The tangential part vanishes, as a perfect conductor demands. The added source lies below the surface, so the equations above it are unchanged. A perpendicular dipole has $\mathbf d'=+\mathbf d$, and a parallel one has $\mathbf d'=-\mathbf d$.

The same argument applies to a plane wave with polarization $\boldsymbol\epsilon$. The wave $\boldsymbol\epsilon\,e^{i\mathbf k\cdot\mathbf r}$ must be accompanied by $-M\boldsymbol\epsilon\,e^{i(M\mathbf k)\cdot\mathbf r}$. The second wave is transverse too, because $M\mathbf k\cdot M\boldsymbol\epsilon=\mathbf k\cdot\boldsymbol\epsilon=0$.

## (b) Modes and the golden rule

**Question.** Normalize the modes above the mirror, placing a second mirror at $z=L$ and letting $L\to\infty$. Write the decay rate as an integral over directions. Find $\Gamma_0$ in the same way.

**Answer.** Take a large area $A$ with periodic conditions along the mirror. With $\boldsymbol\kappa$ and $\boldsymbol\rho$ the components of $\mathbf k$ and $\mathbf r$ along the surface, part (a) gives

$$\mathbf f=N\left[\boldsymbol\epsilon\,e^{ik_zz}-M\boldsymbol\epsilon\,e^{-ik_zz}\right]e^{i\boldsymbol\kappa\cdot\boldsymbol\rho}.$$

Its tangential part is proportional to $\sin k_zz$. This must vanish at $z=L$, so $k_z=n\pi/L$. Reversing the sign of $k_z$ and replacing $\boldsymbol\epsilon$ by $M\boldsymbol\epsilon$ returns the same mode up to a sign, so positive $k_z$ suffices. For $n\ge1$ the cross terms in $|\mathbf f|^2$ contain $e^{\pm2ik_zz}$ and integrate to zero over the slab. The two squared terms give $2N^2AL=1$, hence $N^2=1/(2AL)$. The modes with $n=0$ contribute one term of order $1/L$ to the sum over $n$ and drop out in the limit.

For real $\mathbf d$ the squared matrix element for emission into mode $j$ is $2\pi\omega_j|\mathbf d\cdot\mathbf f_j|^2$. Fermi's golden rule then reads

$$\Gamma=2\pi\sum_j2\pi\omega_j\,|\mathbf d\cdot\mathbf f_j|^2\,\delta(\omega_j-\omega).$$

Neighbouring wave vectors along the surface occupy an area $4\pi^2/A$, and neighbouring $k_z$ are $\pi/L$ apart. For $L\to\infty$,

$$\sum_j\to\frac{AL}{4\pi^3}\int_{k_z>0}d^3K\sum_{\boldsymbol\epsilon}.$$

Write $d^3K=K^2dK\,d\Omega$ and use $\int K^2dK\,\delta(cK-\omega)=k^2/c$. The prefactor becomes

$$4\pi^2\omega\cdot\frac{AL}{4\pi^3}\cdot\frac1{2AL}\cdot\frac{k^2}{c}=\frac{k^3}{2\pi}.$$

With $u=\cos\theta$, where $\theta$ is the angle between $\mathbf k$ and the normal, $k_zz=qu$ and

$$\Gamma=\frac{k^3}{2\pi}\int_{u>0}d\Omega\sum_{\boldsymbol\epsilon}\left|\mathbf d\cdot\left(\boldsymbol\epsilon\,e^{iqu}-M\boldsymbol\epsilon\,e^{-iqu}\right)\right|^2.$$

In empty space the modes in a volume $V$ are $\boldsymbol\epsilon\,e^{i\mathbf k\cdot\mathbf r}/\sqrt V$, with density $V/8\pi^3$ over all directions. The prefactor is again $4\pi^2\omega\,k^2/(8\pi^3c)=k^3/2\pi$: the mirror doubles the density of $k_z$ and halves the squared norm. The two polarizations and the unit vector $\mathbf n=\mathbf k/k$ form an orthonormal set, so $\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf d|^2=d^2-(\mathbf n\cdot\mathbf d)^2$. The average of $(\mathbf n\cdot\mathbf d)^2$ over the sphere is $d^2/3$, and

$$\Gamma_0=\frac{k^3}{2\pi}\cdot4\pi\cdot\frac{2d^2}{3}=\frac{4k^3d^2}{3}.$$

The golden rule needs a mode strength that is smooth over the linewidth. The phase $2k_zz$ changes appreciably when the frequency changes by about $c/2z$, so the condition is $\Gamma\,(2z/c)\ll1$: light must return from the mirror long before the emitter has decayed. This condition concerns the mirror's correction to the rate. When it fails and $\Gamma\ll\omega$, $x$ is already very large and the correction is tiny, so $\Gamma$ stays close to $\Gamma_0$ while the golden-rule value of the correction is no longer reliable.

## (c) The image dipole in the quantum rate

**Question.** Show that the image dipole of part (a) appears in the rate, and state what it means for the emission.

**Answer.** Since $M$ is symmetric, $\mathbf d\cdot(-M\boldsymbol\epsilon)=(-M\mathbf d)\cdot\boldsymbol\epsilon=\mathbf d'\cdot\boldsymbol\epsilon$. Hence

$$\Gamma=\frac{k^3}{2\pi}\int_{u>0}d\Omega\left[|\mathbf a|^2-|\mathbf n\cdot\mathbf a|^2\right],\qquad \mathbf a=\mathbf d\,e^{iqu}+\mathbf d'\,e^{-iqu}.$$

Up to complex conjugation, which leaves the bracket unchanged, $\mathbf a$ is the far-field amplitude of two coherent dipoles, $\mathbf d$ at $+z$ and $\mathbf d'$ at $-z$. The rate is governed by their interference, counted over the upper half-space, where the real photon goes.

## (d) The two orientations

**Question.** Obtain $\Gamma/\Gamma_0$ in closed form for a dipole perpendicular to the mirror and for one parallel to it.

**Answer.** *Perpendicular.* Here $\mathbf d'=\mathbf d$ and $\mathbf a=2d\cos(qu)\,\hat{\mathbf z}$. The bracket is $4d^2\cos^2(qu)(1-u^2)$, and the azimuth contributes $2\pi$. Thus $\Gamma_\perp=4k^3d^2\int_0^1(1-u^2)\cos^2(qu)\,du$, or

$$\frac{\Gamma_\perp}{\Gamma_0}=3\int_0^1(1-u^2)\cos^2(qu)\,du .$$

Insert $\cos^2(qu)=\tfrac12(1+\cos xu)$. The constant part gives $\tfrac32\cdot\tfrac23=1$. The other part needs

$$I=\int_0^1(1-u^2)\cos(xu)\,du=\frac2x\int_0^1u\sin(xu)\,du=\frac2x\left[-\frac{\cos x}{x}+\frac{\sin x}{x^2}\right].$$

The first step is an integration by parts whose boundary term vanishes, since $1-u^2=0$ at $u=1$ and $\sin xu=0$ at $u=0$. The second step is another integration by parts. Adding $\tfrac32I$ to 1,

$$\frac{\Gamma_\perp}{\Gamma_0}=1-3\left[\frac{\cos x}{x^2}-\frac{\sin x}{x^3}\right].$$

*Parallel.* Let $\mathbf d=d\,\hat{\mathbf x}$. Then $\mathbf d'=-\mathbf d$ and $\mathbf a=2i\,d\sin(qu)\,\hat{\mathbf x}$. The projection factor is $1-n_x^2=1-(1-u^2)\cos^2\varphi$, and its integral over $\varphi$ is $2\pi-\pi(1-u^2)=\pi(1+u^2)$. Thus $\Gamma_\parallel=2k^3d^2\int_0^1(1+u^2)\sin^2(qu)\,du$, or

$$\frac{\Gamma_\parallel}{\Gamma_0}=\frac32\int_0^1(1+u^2)\sin^2(qu)\,du .$$

With $\sin^2(qu)=\tfrac12(1-\cos xu)$ the constant part is $\tfrac34\cdot\tfrac43=1$. Writing $1+u^2=2-(1-u^2)$,

$$\int_0^1(1+u^2)\cos(xu)\,du=\frac{2\sin x}{x}-I=2\left[\frac{\sin x}{x}+\frac{\cos x}{x^2}-\frac{\sin x}{x^3}\right].$$

Subtracting $\tfrac34$ of this from 1,

$$\frac{\Gamma_\parallel}{\Gamma_0}=1-\frac32\left[\frac{\sin x}{x}+\frac{\cos x}{x^2}-\frac{\sin x}{x^3}\right].$$

## (e) Contact

**Question.** Find both rates for $kz\to0$, with the first correction. Explain the limits physically, and say what "contact" can mean here.

**Answer.** The integrals of part (d) are convenient, because they contain no cancelling inverse powers. With $\cos^2(qu)=1-q^2u^2+O(q^4)$ and $\sin^2(qu)=q^2u^2+O(q^4)$,

$$\frac{\Gamma_\perp}{\Gamma_0}=3\left[\frac23-q^2\left(\frac13-\frac15\right)\right]+O(q^4)=2-\frac25q^2+O(q^4),$$

$$\frac{\Gamma_\parallel}{\Gamma_0}=\frac32q^2\left(\frac13+\frac15\right)+O(q^4)=\frac45q^2+O(q^4).$$

The perpendicular rate doubles and the parallel rate vanishes. A perpendicular dipole and its image oscillate in step at nearly the same place. The amplitude is doubled and the intensity is four times larger, but it is emitted into half of the directions, so the rate is doubled. A parallel dipole and its image are opposite, and the fields they radiate to large distances cancel in the limit $kz\to0$.

Contact means $z\ll1/k$ while $z$ remains much larger than the emitter, which is otherwise not a point dipole. Two further conditions apply. The level shift caused by the mirror must stay small compared with $\omega$, since $k$ has been held fixed. The mirror must also act as a perfect conductor at these distances. The field penetrates a real metal, which can absorb energy from the near field and carry energy away in surface waves; these effects are absent from this model. The parallel rate near a real metal therefore need not vanish.

## (f) The field of the image

**Question.** Show that $\Gamma=\Gamma_0+2\,\mathbf d\cdot\mathrm{Im}\,\mathbf E_{\rm im}$, where $\mathbf E_{\rm im}$ is the complex amplitude of the image dipole's field at the emitter. Deduce the rate for a dipole at angle $\beta$ to the normal, and its average over orientations.

**Answer.** For a dipole $\mathbf p\,e^{-i\omega t}$ let $G=e^{ikR}/R$, with $\mathbf R$ the vector from the dipole to the field point. The Lorenz-gauge potentials are $\mathbf A=-(i\omega/c^2)\,\mathbf p\,G$ and $\phi=-\mathbf p\cdot\nabla G$. From $\mathbf E=-\nabla\phi-\partial_t\mathbf A=-\nabla\phi+i\omega\mathbf A$,

$$\mathbf E=\nabla(\mathbf p\cdot\nabla G)+k^2\mathbf p\,G .$$

For real $\mathbf p$ the imaginary part follows on replacing $G$ by $\sin(kR)/R$. Integrating a plane wave over all directions gives $\int d\Omega\,e^{ik\mathbf n\cdot\mathbf R}=4\pi\sin(kR)/(kR)$, so

$$\frac{\sin kR}{R}=\frac{k}{4\pi}\int d\Omega\,e^{ik\mathbf n\cdot\mathbf R}.$$

Each gradient brings down $ik\mathbf n$. Therefore

$$\mathrm{Im}\,\mathbf E=\frac{k^3}{4\pi}\int d\Omega\,[\mathbf p-\mathbf n(\mathbf n\cdot\mathbf p)]\,e^{ik\mathbf n\cdot\mathbf R}.$$

Now expand the bracket of part (c):

$$\left[d^2-(\mathbf n\cdot\mathbf d)^2\right]+\left[d'^2-(\mathbf n\cdot\mathbf d')^2\right]+2S\cos(xu),\qquad S=\mathbf d\cdot\mathbf d'-(\mathbf n\cdot\mathbf d)(\mathbf n\cdot\mathbf d').$$

Since $(\mathbf n\cdot\mathbf d')^2=(M\mathbf n\cdot\mathbf d)^2$, the second term over the upper hemisphere equals the first over the lower one. Together they give $\Gamma_0$. The third term is even under $\mathbf n\to-\mathbf n$, so twice its hemisphere integral is a full-sphere integral. There $\cos(xu)$ may be replaced by $e^{ixu}$, because the sine part is odd. The third term thus contributes

$$\frac{k^3}{2\pi}\int d\Omega\,S\,e^{ixu}=2\,\mathbf d\cdot\mathrm{Im}\,\mathbf E_{\rm im},$$

with $\mathbf p=\mathbf d'$ and $\mathbf R=2z\hat{\mathbf z}$. This proves the relation. The part of the image field in quadrature with the dipole exchanges energy with it on average: it speeds the decay or slows it, according to its sign.

For a tilted dipole $\mathbf d=d(\sin\beta,0,\cos\beta)$ the image is $\mathbf d'=d(-\sin\beta,0,\cos\beta)$. In $S$ the products $n_xn_z$ cancel:

$$S=d^2\left[\cos^2\beta\,(1-n_z^2)-\sin^2\beta\,(1-n_x^2)\right].$$

These are the perpendicular and parallel interference terms with weights $\cos^2\beta$ and $\sin^2\beta$. As the weights add to 1, they also share out $\Gamma_0$, and

$$\Gamma=\Gamma_\perp\cos^2\beta+\Gamma_\parallel\sin^2\beta .$$

The average of $\cos^2\beta$ over the sphere is $1/3$, so the mean rate is $(\Gamma_\perp+2\Gamma_\parallel)/3$. It tends to $2\Gamma_0/3$ at contact. For emitters with fixed random orientations, all excited with equal probability, this is the initial decay rate of the total excited population; that population is a sum of different exponentials.

## (g) Large distance

**Question.** Find the leading deviation from $\Gamma_0$ for $x\gg1$ in each case, and explain why the powers of $x$ differ.

**Answer.** From part (d),

$$\frac{\Gamma_\perp}{\Gamma_0}-1\simeq-\frac{3\cos x}{x^2},\qquad \frac{\Gamma_\parallel}{\Gamma_0}-1\simeq-\frac{3\sin x}{2x}.$$

Integrating $\cos(xu)$ by parts against an angular weight gives a term of order $1/x$ proportional to the weight at $u=1$, the direction of the normal. A perpendicular dipole emits nothing along the normal: its weight $1-u^2$ vanishes there, and the deviation starts at order $1/x^2$. The parallel weight $1+u^2$ equals 2 there, and the $1/x$ term survives. Where $\sin x=0$ that term is zero, and the next one, $-3\cos x/(2x^2)$, takes over.

## (h) A numerical case

**Question.** A model emitter has $\omega=0.1\,E_h$ and $d=1\,ea_0$. Find its free lifetime and its lifetimes at $z=\lambda/8$ for both orientations. Describe how the rates vary with height, and check the conditions of use.

**Answer.** The wave number is $k=0.1/137.036=7.297\times10^{-4}\,a_0^{-1}$, and the wavelength is $\lambda=2\pi/k=8610\,a_0$ (455.6 nm). The free rate is

$$\Gamma_0=\tfrac43(7.297\times10^{-4})^3=5.181\times10^{-10}\ \text{a.u.},$$

or $2.142\times10^7\ \mathrm{s^{-1}}$, which is a lifetime of 46.69 ns.

At $z=\lambda/8$, $x=4\pi z/\lambda=\pi/2$, so $\cos x=0$ and $\sin x=1$. With $1/x=0.6366$ and $1/x^3=0.2580$,

$$\frac{\Gamma_\perp}{\Gamma_0}=1+3(0.2580)=1.774,\qquad \frac{\Gamma_\parallel}{\Gamma_0}=1-1.5(0.6366-0.2580)=0.432 .$$

Dividing the free lifetime by these ratios gives 26.3 ns for the perpendicular dipole and 108 ns for the parallel one. The formulas of part (d) give at other heights:

| $z/\lambda$ | $\Gamma_\perp/\Gamma_0$ | $\Gamma_\parallel/\Gamma_0$ |
|---|---|---|
| 0.01 | 1.998 | 0.003 |
| 0.05 | 1.961 | 0.077 |
| 0.25 | 1.304 | 1.152 |
| 0.50 | 0.924 | 0.962 |
| 1.00 | 0.981 | 0.991 |

The parallel rate does not simply rise to $\Gamma_0$. Numerical maximization puts its largest value, $1.335\,\Gamma_0$, at $z=0.337\lambda$. Numerical minimization puts the smallest perpendicular rate, $0.914\,\Gamma_0$, at $z=0.459\lambda$.

In the last two rows the parallel rate is the closer to $\Gamma_0$, although its oscillation fades more slowly. These heights have $\sin x=0$ and $\cos x=1$, so the deviations are $-3/x^2$ and $-3/(2x^2)$, a ratio of two.

For the level shift, take the perpendicular dipole at $z=0.01\lambda$, so that $R=2z=172\,a_0$. On the axis the field of part (f) is $d(G''+k^2G)$, where primes denote derivatives with respect to $R$. Differentiating,

$$G''=\left(-\frac{k^2}{R}-\frac{2ik}{R^2}+\frac{2}{R^3}\right)e^{ikR},\qquad \mathbf d\cdot\mathbf E_{\rm im}=2d^2\left(\frac1{R^3}-\frac{ik}{R^2}\right)e^{ikR}.$$

The real part, which sets the scale of the shift of each level (at this small height each level moves down by about half of it, so the transition frequency moves by less; this does not hold at heights comparable with $\lambda$), is $4\times10^{-6}$ of $\omega$, so holding $\omega$ fixed is justified at this height. The delay parameter $\Gamma\,(2z/c)$ grows roughly in proportion to the height once $\Gamma$ is close to $\Gamma_0$. Even at $z=2\lambda=17220\,a_0$, $\Gamma_0(2z/c)=1.3\times10^{-7}$, and the golden rule applies.

The remaining condition, a perfectly conducting mirror, is not met by real metals at this wavelength for the smaller heights. For a silver-like permittivity $\varepsilon\approx-7.3+0.23i$ the field penetrates about 27 nm, to be compared with $z=4.6$ nm at $0.01\lambda$ and 57 nm at $\lambda/8$. With Fresnel reflection from such a metal, including absorption and surface waves, the total rates are roughly $23\,\Gamma_0$ (perpendicular) and $9\,\Gamma_0$ (parallel) at $0.01\lambda$, and $2.7\,\Gamma_0$ and $1.1\,\Gamma_0$ at $\lambda/8$. These values depend on the permittivity used. The table and lifetimes above describe the ideal mirror only.

Numerical values quoted here were computed with a short program.
